# Renormalizing a Three-Dimensional Contact Interaction with the Vacuum Ladder: test program

```python
"""
Contact interaction g*delta(r) between two distinguishable particles of equal
mass m in three dimensions (hbar = 1), relative momenta limited to q < cutoff.
Result under test: with
    1/g = m/(4 pi a) - sum_k 1/(2 e_k),   e_k = k^2/(2 m),
the vacuum two-body amplitude tends to f = -1/(1/a + i k), k^2 = m E, as the
cutoff grows. For a > 0 there is one bound state at E = -1/(m a^2); for a < 0
there is none. T is the two-body T-matrix, f = -m T/(4 pi), a is the scattering
length, and the pair loop is sum_q 1/(E - q^2/m + i0).
Algebra is in atomic units; printed numbers are in eV and angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

PI = np.pi


def complex_quad(func, lower, upper):
    options = dict(limit=400, epsabs=1e-11, epsrel=1e-10)
    real = quad(lambda t: complex(func(t)).real, lower, upper, **options)[0]
    imag = quad(lambda t: complex(func(t)).imag, lower, upper, **options)[0]
    return real + 1j * imag


def loop_by_quadrature(k, cutoff, mass):
    """Pair loop from its definition. For real k > 0 the +i0 puts the pole
    just above the real q axis, so the path passes below it."""
    k = complex(k)
    vertices = [0.0]
    if k.imag == 0 and k.real > 0:
        vertices.append(k * (1 - 1j))
    if abs(k) > 0:
        vertices += [s * abs(k) for s in (3, 30, 300) if s * abs(k) < cutoff]
    vertices.append(cutoff)
    total = 0
    for start, end in zip(vertices[:-1], vertices[1:]):
        step = end - start

        def integrand(t, start=start, step=step):
            q = start + t * step
            return step * mass * q**2 / (2 * PI**2) / (k**2 - q**2)
        total += complex_quad(integrand, 0, 1)
    return total


def loop_formula(k, cutoff, mass):
    k = complex(k)
    logs = np.log(cutoff + k) - np.log(cutoff - k) - 1j * PI
    return mass / (2 * PI**2) * (-cutoff + k / 2 * logs)


def bare_coupling(a, cutoff, mass):
    return 1 / (mass / (4 * PI * a) - mass * cutoff / (2 * PI**2))


def contact_amplitude(a, k):
    return -1 / (1 / a + 1j * k)


class CutoffHamiltonian:
    """s-wave relative motion on a momentum grid, fully diagonalized."""

    def __init__(self, g, cutoff, mass, scale, size=400):
        x, w = np.polynomial.legendre.leggauss(size)
        theta_max = np.arctan(cutoff / scale)
        theta = 0.5 * theta_max * (x + 1)
        self.q = scale * np.tan(theta)
        dq = scale / np.cos(theta)**2 * 0.5 * theta_max * w
        self.root_modes = self.q * np.sqrt(dq / (2 * PI**2))
        h = np.diag(self.q**2 / mass)
        h += g * np.outer(self.root_modes, self.root_modes)
        self.g = g
        self.energies, self.states = np.linalg.eigh(h)
        self.contact = self.states.T @ self.root_modes

    def t_matrix(self, energy):
        return self.g + self.g**2 * np.sum(
            self.contact**2 / (energy - self.energies))

    def bound_count(self):
        # rounding can push a near-zero continuum level slightly below zero
        rounding = 1e-12 * np.max(np.abs(self.energies))
        return int(np.sum(self.energies < -rounding))


# ---- Vacuum propagators: pair propagation survives, particle-hole vanishes
level, width, pair_energy = 0.7, 0.2, 0.5


def g0(omega):
    return 1 / (omega - level + 1j * width)


pair = 1j / (2 * PI) * complex_quad(
    lambda w: g0(w) * g0(pair_energy - w), -np.inf, np.inf)
bubble = 1j / (2 * PI) * complex_quad(
    lambda w: g0(w) * g0(w + pair_energy), -np.inf, np.inf)
assert abs(pair - 1 / (pair_energy - 2 * level + 2j * width)) < 1e-7
assert abs(bubble) < 1e-7

mass, a = 1.7, 1.3

# ---- Total momentum P only shifts the pair energy by P^2/(4 m)
P, q_rel = np.array([0.3, -1.1, 0.8]), np.array([0.9, 0.4, -0.2])
kinetic = sum(np.sum((P / 2 + s * q_rel)**2) / (2 * mass) for s in (1, -1))
assert abs(kinetic - P @ P / (4 * mass) - q_rel @ q_rel / mass) < 1e-12

# ---- Linear divergence from an explicit sum over the modes of a box
box, n_low, n_high = 10.0, 30, 60
n = np.arange(-n_high, n_high + 1)
n_sq = (n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2)
shell = n_sq[(n_sq > n_low**2) & (n_sq <= n_high**2)]
mode_sum = np.sum(mass / ((2 * PI / box)**2 * shell)) / box**3
continuum = mass * (2 * PI / box) * (n_high - n_low) / (2 * PI**2)
# lattice points near a spherical surface fluctuate: one per cent allowed
assert abs(mode_sum / continuum - 1) < 0.01

# ---- Pair loop, and the finite part left by the zero-energy subtraction
for k in (0.6, 0.6 + 0.3j, 0.9j):
    assert abs(loop_by_quadrature(k, 20.0, mass)
               - loop_formula(k, 20.0, mass)) < 1e-7
    rest = [abs(loop_by_quadrature(k, c, mass) - loop_by_quadrature(0, c, mass)
                + 1j * mass * k / (4 * PI)) for c in (200.0, 2000.0)]
    assert rest[1] < 1e-4 and 9 < rest[0] / rest[1] < 11

# ---- Unitarity at finite cutoff for real momentum
k = 0.6
for c in (3.0, 30.0):
    f = -mass / (4 * PI) / (1 / bare_coupling(a, c, mass)
                            - loop_by_quadrature(k, c, mass))
    assert abs(f.imag - k * abs(f)**2) < 1e-7

# ---- Full resolvent against the contact amplitude, both signs of a
k = 0.5 + 0.4j
for length in (a, -a):
    errors = []
    for c in (100.0, 1000.0):
        ham = CutoffHamiltonian(bare_coupling(length, c, mass), c, mass, 1 / a)
        f = -mass / (4 * PI) * ham.t_matrix(k**2 / mass)
        errors.append(abs(f - contact_amplitude(length, k)))
        range_term = -1 / f - (1 / length + 1j * k)
        assert abs(range_term / (-2 * k**2 / (PI * c)) - 1) < 5e-3
        assert ham.bound_count() == (1 if length > 0 else 0)
    assert errors[1] < 2e-3 and 9 < errors[0] / errors[1] < 11

# ---- Bound state: energy, residue and wave function from diagonalization
shifts = []
for c in (100.0, 1000.0):
    ham = CutoffHamiltonian(bare_coupling(a, c, mass), c, mass, 1 / a)
    kappa = np.sqrt(-mass * ham.energies[0])
    assert abs(2 * kappa / PI * np.arctan(c / kappa) - 1 / a) < 1e-6
    shifts.append(kappa * a - 1)
    residue = (ham.g * ham.contact[0])**2
    assert abs(residue / (8 * PI / (a * mass**2)) - 1) < 3 / (c * a)
    phi_q = np.sqrt(8 * PI / a) / (ham.q**2 + 1 / a**2)
    overlap = abs(np.sum(ham.states[:, 0] * ham.root_modes * phi_q))
    # the tail beyond the cutoff holds norm 4/(pi c a); half of it is missing
    # from the overlap, up to relative corrections of order 1/(c a)
    assert abs((1 - overlap) / (2 / (PI * c * a)) - 1) < 0.01
assert shifts[1] < 1e-3 and 9 < shifts[0] / shifts[1] < 11


def phi_r(r, length):
    return np.exp(-r / length) / r / np.sqrt(2 * PI * length)


for r in (0.5, 2.0):
    transform = quad(lambda q: q * np.sqrt(8 * PI / a) / (q**2 + 1 / a**2),
                     0, np.inf, weight='sin', wvar=r)[0] / (2 * PI**2 * r)
    assert abs(transform - phi_r(r, a)) < 1e-6


def radial_moment(power, length):
    return quad(lambda r: 4 * PI * r**(2 + power) * phi_r(r, length)**2,
                0, 40 * length, limit=200)[0]


assert abs(radial_moment(0, a) - 1) < 1e-7
assert abs(radial_moment(1, a) - a / 2) < 1e-7

# ---- Rung-by-rung summation at zero energy
c = 10.0
for length in (a, -a):
    g = bare_coupling(length, c, mass)
    ratio = (g * loop_by_quadrature(0, c, mass)).real
    assert abs(ratio - 1 / (1 - PI / (2 * c * length))) < 1e-8
    ham = CutoffHamiltonian(g, c, mass, 1 / a)
    exact_t = ham.t_matrix(0.0)
    assert abs(exact_t / (4 * PI * length / mass) - 1) < 1e-6
    partial = g * np.cumsum(ratio**np.arange(400))
    if length < 0:
        assert ratio < 1 and ham.bound_count() == 0
        assert abs(partial[-1] / exact_t - 1) < 1e-6
    else:
        assert ratio > 1 and ham.bound_count() == 1
        assert abs(partial[-1]) > 1e6 * abs(exact_t)

# ---- Fixed coupling: scattering length vanishes, attractive state collapses
for g in (-1.0, 1.0):
    distance, lowest = [], []
    for c in (50.0, 100.0, 200.0):
        ham = CutoffHamiltonian(g, c, 1.0, c / 5)
        length = ham.t_matrix(0.0) / (4 * PI)
        assert abs(length * (4 * PI / g + 2 * c / PI) - 1) < 1e-6
        distance.append(abs(length * 2 * c / PI - 1))
        lowest.append(ham.energies[0])
        assert ham.bound_count() == (1 if g < 0 else 0)
    assert distance[0] > distance[1] > distance[2]
    if g < 0:
        assert lowest[2] < 4 * lowest[1] < 16 * lowest[0]


# ---- Position space: Gaussian well, lengths in units of its range
def well_edge(depth, k_squared, edge=8.0):
    sol = solve_ivp(
        lambda x, y: [y[1], (-depth * np.exp(-x * x) - k_squared) * y[0]],
        (0, edge), [0.0, 1.0], method='DOP853', rtol=1e-10, atol=1e-12)
    return sol.y[0, -1], sol.y[1, -1], edge


def inverse_length(depth):
    u, du, edge = well_edge(depth, 0.0)
    return du / (edge * du - u)


def tuned_depth(range_over_a):
    return brentq(lambda d: inverse_length(d) - range_over_a, 2.0, 3.4,
                  xtol=1e-11)


def well_kappa(range_over_a):
    depth = tuned_depth(range_over_a)

    def mismatch(kap):
        u, du, _ = well_edge(depth, -kap**2)
        return du + kap * u
    return brentq(mismatch, 0.5 * range_over_a, 1.5 * range_over_a, xtol=1e-12)


for sign in (1, -1):
    errors = []
    for s in (0.04, 0.02):
        k_range = 0.8 * s
        u, du, edge = well_edge(tuned_depth(sign * s), k_range**2)
        delta = np.arctan2(k_range * u, du) - k_range * edge
        f = np.exp(1j * delta) * np.sin(delta) / k_range * s
        errors.append(abs(f - contact_amplitude(sign, 0.8)))
    assert errors[0] < 0.03 and 0.4 < errors[1] / errors[0] < 0.6
well_ratios = {s: well_kappa(s) / s for s in (0.04, 0.02)}
assert abs(well_ratios[0.04] - 1) < 0.05
assert 0.4 < (well_ratios[0.02] - 1) / (well_ratios[0.04] - 1) < 0.6

# ---- Worked example
BOHR = physical_constants['Bohr radius'][0] * 1e10
HARTREE = physical_constants['Hartree energy in eV'][0]
m_ex, a_ang, e_ev = 1.0, 10.0, 0.05
a_ex = a_ang / BOHR
k_ex = np.sqrt(m_ex * e_ev / HARTREE)
e_bound = -1 / (m_ex * a_ex**2)
print(f"particle mass: {m_ex:.1f} electron masses")
print(f"scattering length magnitude: {a_ang:.1f} angstrom")
print(f"relative energy: {e_ev:.3f} eV")
print(f"hbar^2/m: {HARTREE * BOHR**2 / m_ex:.5f} eV angstrom^2")
print(f"relative wave number k: {k_ex / BOHR:.6f} 1/angstrom")
print(f"k a for positive a: {k_ex * a_ex:.5f} (no unit)")
print("Limit of infinite cutoff")
for sign in (1, -1):
    f = contact_amplitude(sign * a_ex, k_ex)
    delta = -np.degrees(np.arctan(sign * k_ex * a_ex))
    print(f"a={sign * a_ang:+.0f} angstrom: f = {f.real * BOHR:+.4f} "
          f"{f.imag * BOHR:+.4f} i angstrom")
    print(f"  phase shift (modulo 180): {delta:+.3f} degree")
    print(f"  cross section: {4 * PI * abs(f)**2 * BOHR**2:.2f} angstrom^2")
print(f"bound energy, a>0: {e_bound * HARTREE:.6f} eV")
print(f"bound energy, a>0: {e_bound:.7f} hartree")
print(f"mean separation: {radial_moment(1, a_ex) * BOHR:.4f} angstrom")

print("Finite cutoff, a=+10 angstrom")
g_fixed = bare_coupling(a_ex, 1.0 * BOHR, m_ex)
for c_ang in (1.0, 10.0, 100.0):
    c = c_ang * BOHR
    g = bare_coupling(a_ex, c, m_ex)
    ham = CutoffHamiltonian(g, c, m_ex, 1 / a_ex)
    f = -m_ex / (4 * PI) / (1 / g - loop_by_quadrature(k_ex, c, m_ex))
    a_fixed = 1 / (4 * PI / (m_ex * g_fixed) + 2 * c / PI)
    print(f"cutoff {c_ang:.0f} 1/angstrom:")
    print(f"  coupling g: {g * HARTREE * BOHR**3:.5f} eV angstrom^3")
    print(f"  f = {f.real * BOHR:+.4f} {f.imag * BOHR:+.4f} i angstrom")
    print(f"  bound energy: {ham.energies[0] * HARTREE:.6f} eV")
    print(f"  effective range 4/(pi cutoff): {4 / (PI * c_ang):.5f} angstrom")
    print(f"  a if g keeps its first value: {a_fixed * BOHR:.5f} angstrom")

print("Zero-energy ladder cut short, cutoff 1 1/angstrom")
for sign in (1, -1):
    c = 1.0 * BOHR
    g = bare_coupling(sign * a_ex, c, m_ex)
    ratio = (g * loop_by_quadrature(0, c, m_ex)).real
    print(f"a={sign * a_ang:+.0f} angstrom: rung ratio {ratio:.5f} (no unit)")
    for count in (5, 20, 40):
        part = m_ex * g / (4 * PI) * np.sum(ratio**np.arange(count))
        print(f"  {count} interactions: m T/(4 pi) = "
              f"{part * BOHR:.3f} angstrom")

print("Gaussian wells tuned to a=+10 angstrom")
for s, kappa_a in well_ratios.items():
    print(f"  range {s * a_ang:.1f} angstrom: bound energy "
          f"{e_bound * kappa_a**2 * HARTREE:.6f} eV")
print("finished without a failed check")
```

Printed output:

```
particle mass: 1.0 electron masses
scattering length magnitude: 10.0 angstrom
relative energy: 0.050 eV
hbar^2/m: 7.61996 eV angstrom^2
relative wave number k: 0.081004 1/angstrom
k a for positive a: 0.81004 (no unit)
Limit of infinite cutoff
a=+10 angstrom: f = -6.0380 +4.8911 i angstrom
  phase shift (modulo 180): -39.009 degree
  cross section: 758.76 angstrom^2
a=-10 angstrom: f = +6.0380 +4.8911 i angstrom
  phase shift (modulo 180): +39.009 degree
  cross section: 758.76 angstrom^2
bound energy, a>0: -0.076200 eV
bound energy, a>0: -0.0028003 hartree
mean separation: 5.0000 angstrom
Finite cutoff, a=+10 angstrom
cutoff 1 1/angstrom:
  coupling g: -178.44161 eV angstrom^3
  f = -6.0865 +5.1458 i angstrom
  bound energy: -0.087734 eV
  effective range 4/(pi cutoff): 1.27324 angstrom
  a if g keeps its first value: 10.00000 angstrom
cutoff 10 1/angstrom:
  coupling g: -15.28124 eV angstrom^3
  f = -6.0432 +4.9158 i angstrom
  bound energy: -0.077186 eV
  effective range 4/(pi cutoff): 0.12732 angstrom
  a if g keeps its first value: 0.17154 angstrom
cutoff 100 1/angstrom:
  coupling g: -1.50649 eV angstrom^3
  f = -6.0385 +4.8935 i angstrom
  bound energy: -0.076297 eV
  effective range 4/(pi cutoff): 0.01273 angstrom
  a if g keeps its first value: 0.01584 angstrom
Zero-energy ladder cut short, cutoff 1 1/angstrom
a=+10 angstrom: rung ratio 1.18635 (no unit)
  5 interactions: m T/(4 pi) = -13.500 angstrom
  20 interactions: m T/(4 pi) = -294.978 angstrom
  40 interactions: m T/(4 pi) = -9291.181 angstrom
a=-10 angstrom: rung ratio 0.86424 (no unit)
  5 interactions: m T/(4 pi) = -5.178 angstrom
  20 interactions: m T/(4 pi) = -9.460 angstrom
  40 interactions: m T/(4 pi) = -9.971 angstrom
Gaussian wells tuned to a=+10 angstrom
  range 0.4 angstrom: bound energy -0.080769 eV
  range 0.2 angstrom: bound energy -0.078435 eV
finished without a failed check
```
